# Moving an Objective Lens Axis with a Transverse Dipole Field, part 2

An electron-beam writer must place its spot off the axis of a fixed round magnetic lens without tilt or coma. The lens has axial field \(B(z)\). To move its optical axis by \(d\) along \(x\), a pure transverse dipole field is added, with the value on the old axis

\[
D(z)=\frac d2\,\frac{dB}{dz}.
\tag{1}
\]

To first order in \(d\), the total field is that of the displaced lens. Pre-deflectors can move the beam so that it appears to come from a source on the new axis.

Units are Gaussian, and a prime denotes \(d/dz\). Transverse vectors are complex: position \(w=x+iy\), field \(B_\perp=B_x+iB_y\). The displacement is \(\delta\), here real and equal to \(d\), and \(u=w-\delta\) is measured from the new axis. An electron of charge \(-e\) and momentum \(p\) has \(k=e/(pc)\) and transverse momentum \(P=(p_x+ip_y)/p\), equal to \(w'\) for small slopes:

\[
P'=ik\left(B_zw'-B_\perp\right).
\tag{7}
\]

With \(\theta'=kB/2\), \(\theta(z_o)=0\) and \(v=ue^{-i\theta}\),

\[
v''+\left(\frac{kB}{2}\right)^2v=0 .
\tag{11}
\]

Its solutions \(g\) and \(h\) start at the object plane \(z_o\) with \(g=1,\ g'=0\) and \(h=0,\ h'=1\). At the image plane \(z_i\), \(h=0\), \(M=g(z_i)\) and \(\chi=\theta(z_i)\). A source at \(w_o\) is imaged at

\[
w_i=\delta+Me^{i\chi}(w_o-\delta),
\tag{12}
\]

and a source left on the old axis at

\[
w_i=\delta\left(1-Me^{i\chi}\right).
\tag{13}
\]

About the new axis, the total field is

\[
\mathbf B-\frac{d^2}{2}\partial_x^2\mathbf B-\frac{d^3}{3}\partial_x^3\mathbf B+O(d^4).
\tag{14}
\]

With \(\tilde B=B+d^2B''/4\), this gives

\[
u''=ik\tilde Bu'+\frac{ik}{2}\tilde B'u
+\frac{ikd^2}{16}B'''\bar u+\frac{ikd^3}{8}B''' .
\tag{16}
\]

The first two terms include defocus, the third is astigmatism, and the last pushes the central ray off the new axis. A thin lens has \(1/f=(k^2/4)\int B^2dz\), and the shift weakens it:

\[
\int\tilde B^2dz=\int B^2dz+\frac{d^2}{2}\int BB''dz
=\int B^2dz-\frac{d^2}{2}\int B'^2dz .
\tag{17}
\]

### Why coma linear in the shift is absent

To first order in \(d\) the whole field is that of a displaced round lens, not merely its paraxial part. A beam centred on the new axis therefore has no aberration linear in \(d\). This relies on the added field being a pure dipole. A sextupole part of the coil field is also proportional to \(d\) and varies as \(\bar w^2\). With \(w=u+d\) it contains a term \(d\,\bar u^2\), which is a threefold astigmatism linear in \(d\).

The next order is settled by symmetry. A half turn about the new axis changes \(u\) to \(-u\). For a round lens \(B_\perp\) is odd under this change and \(B_z\) is even. Two derivatives with respect to \(x\) preserve these parities, so the field error of order \(d^2\) has them too. Equation (7) then turns every ray into its mirror ray, and rays that start from the axis with opposite slopes land at opposite points. Coma is even in the starting slope and cannot arise. Three derivatives reverse the parities, so coma is first permitted at order \(d^3\).

### Landing error from an unwanted transverse field

Suppose that a small transverse field \(b(z)\) remains on the new axis. Equation (11) acquires a source:

\[
v''+\theta'^2v=-ikb\,e^{-i\theta}.
\]

Multiply by \(h\), subtract \(v(h''+\theta'^2h)=0\), and integrate from object to image:

\[
\left[hv'-vh'\right]_{z_o}^{z_i}=-ik\int hb\,e^{-i\theta}dz .
\]

Since \(h=0\) at both ends and \(v(z_o)=0\), the left side is \(-v(z_i)h'(z_i)\). The combination \(gh'-g'h\) is constant for solutions of (11) and equals 1 at the object. At the image it is \(Mh'(z_i)\), so \(h'(z_i)=1/M\). The landing error is

\[
\Delta w_i=ikMe^{i\chi}\int_{z_o}^{z_i}h(z)\,b(z)\,e^{-i\theta(z)}dz .
\tag{18}
\]

A dipole that is too strong by the fraction \(\varepsilon\) needs no integral. It places the axis at \(\delta(1+\varepsilon)\), while the source remains at \(\delta\). Equation (12) gives

\[
\Delta w_i=\varepsilon\delta\left(1-Me^{i\chi}\right).
\tag{19}
\]

If the dipole coils sit too far along \(z\) by \(\Delta z\), the remaining field is \(b=-\Delta z(\delta/2)B''\) to first order, and (18) applies. Both errors are proportional to \(\delta\). While they stay fixed, a calibration of landing position against commanded shift can absorb them, though it does not restore perpendicular landing.

### The lens and the central ray

The model lens has the axial field of a current ring of radius \(R=10\) mm,

\[
B(z)=B_0\left(1+\frac{z^2}{R^2}\right)^{-3/2}.
\tag{20}
\]

The object lies 120 mm before the lens centre and the wafer 40 mm after it. The beam energy is 50 keV, which gives \(p=1.237\times10^{-17}\) g cm/s and \(1/k=pc/e=772.3\) G cm. The peak field that focuses on the wafer is \(B_0=864.9\) G, or 0.0865 T. The magnification is \(M=-0.3369\) and the rotation is \(\chi=63.10^\circ\).

The shift is \(d=0.25\) mm. The slope of (20) is steepest at \(z=\pm R/2\), where its magnitude is \(\tfrac32(5/4)^{-5/2}B_0/R=0.8587B_0/R\). The largest dipole field is therefore

\[
\frac{0.25\ \text{mm}}2\times0.8587\times\frac{864.9\ \text{G}}{10\ \text{mm}}=9.28\ \text{G},
\]

about one per cent of the lens field.

With source, beam and lens axis all moved to \(d\), the traced central ray lands at \((250.055,\,0.030)\) µm. It misses the ideal point by 62.6 nm, and its tilt is 1.6 µrad. The \(d^3\) term in (16) predicts the same miss to the digits quoted.

With the dipole off and the lens current unchanged, (12) predicts the landing point \(Me^{i\chi}d\). Its components are

\[
-84.2\cos63.10^\circ=-38.1\ \mu\text{m},\qquad
-84.2\sin63.10^\circ=-75.1\ \mu\text{m}.
\]

The traced ray lands at \((-38.2,-75.2)\) µm with a tilt of 8.23 mrad. The object and image distances give a thin-lens focal length of \((1/120+1/40)^{-1}=30\) mm, and \(d/f=8.3\) mrad accounts for the tilt.

With the dipole on but the source left on the old axis, (13) predicts \((250+38.1,\,75.1)=(288.1,75.1)\) µm. The traced point is \((288.1,75.2)\) µm, again with a tilt of 8.2 mrad.

### Focus, astigmatism and coma

The beam now has a half-angle of 5 mrad at the wafer. Rays were started in a cone of azimuth \(\varphi\), and their landing points were resolved into terms \(c_ne^{in\varphi}\). The defocus radius is the magnitude of the complex change in \(c_1\) from its value for the undisplaced lens with a centred beam. The magnitudes \(|c_{-1}|\) and \(|c_2|\) measure astigmatism and coma.

The defocus radius is 82.0 nm, against 81.9 nm from (16). Divided by the half-angle, it places the focus \(82.0\ \text{nm}/0.005=16.4\) µm beyond the wafer. Equation (17) explains the size. For the profile (20), \(\int B^2dz=(3\pi/8)B_0^2R\) and \(\int B'^2dz=(45\pi/128)B_0^2/R\). The fractional loss of lens strength is

\[
\frac{d^2}{2R^2}\,\frac{45/128}{3/8}=\frac{15}{32}\frac{d^2}{R^2}=2.9\times10^{-4}.
\]

For a fixed object the image of a thin lens moves by \(z_i^2/f\) times this fraction, where \(z_i=40\) mm. That is \((1600/30)\ \text{mm}\times2.9\times10^{-4}=16\) µm.

The astigmatic radius is 52.6 nm, both traced and from (16). Defocus and astigmatism are linear in the ray slope at this order and grow as \(d^2\). A focus coil and a stigmator that follow the shift can therefore cancel them to leading order. If these correctors are centred on the old axis, they also deflect the shifted beam: their strengths grow as \(d^2\) and the beam passes them at a distance \(d\), so the spot moves by an amount of order \(d^3\). The calibration of landing position must include this movement. Without such correction, the shifted spot of this lens is blurred by tens of nanometres.

Coma behaves differently. With lens current, starting cone and beam offset held fixed, its radius is 75.5 nm without the dipole and 0.057 nm with it. When the shift was doubled from 0.3 to 0.6 mm, coma grew by 2.01 without the dipole and by 7.95 with it. These factors were tested against the expected values of 2 and 8.

### Other effects at the wafer

**Spherical aberration** gives a radius of 60.6 nm in the wafer plane even at \(d=0\). The dipole does nothing about it. By symmetry its leading term is cubic in the half-angle, so halving the angle reduces it to about 8 nm.

**Colour.** An energy change of 1 eV blurs the cone by 5.1 nm. The central ray is a different matter: with \(u=0\) it meets no transverse field to first order in \(d\), whatever its energy. The same energy change moves it by 0.0015 nm with the dipole on and by 6.4 nm with the dipole off. The pre-deflectors add a shift of their own. For a pair of opposed magnetic deflectors the beam offset varies as \(1/p\), and the resulting shift at the wafer is \(|M|d\,\Delta p/p=0.88\) nm.

**Diffraction** enters through \(\hbar\). The wavelength is \(2\pi\hbar/p=5.36\) pm, and \(0.61\times5.36\ \text{pm}/0.005=0.65\) nm.

**Dipole errors** are larger. For a strength error of 0.1 %, (19) gives \(10^{-3}\times250\ \mu\text{m}\times|1-Me^{i\chi}|\). The last factor is 1.19, so the error is 298 nm, as the traced ray confirms. A coil displacement of 0.1 mm along \(z\) moves the spot by 2.1 µm.

**A stray field** of 1 mG across the whole path moves the spot by 385 nm. Equation (18) gives a quick estimate. For a thin lens \(h\) rises to 120 mm and falls to zero at the wafer, so its integral is \(\tfrac12\times160\times120=9600\ \text{mm}^2\). Multiplying by \(|M|\approx1/3\) and by \(kb=10^{-3}/7723\ \text{mm}^{-1}\) gives 414 nm with the rotation ignored, about 8 % above the traced value. A constant offset can be calibrated out, but a varying one cannot.

**Repulsion between electrons** depends on the current. At 1 nA their mean spacing is 19.8 mm. The transverse force between two electrons at axial distance \(s\) is at most \(2e^2/(3\sqrt3s^2)\). Acting over the whole flight, with focusing ignored, it shifts an electron by \(2\times10^{-4}\) nm at the mean spacing. The estimate reaches 1 nm at \(s=0.27\) mm. For random arrivals, 2.7 % of the electrons have so close a neighbour. At 1 µA the mean spacing is about 0.02 mm, and the neglect of repulsion is no longer justified.

**Time.** The flight lasts 1.29 ns. If the axis swept 250 µm in 1 µs, it would move by \(250\times1.29\times10^{-3}=0.32\) µm during one flight. The static result therefore applies to exposures made after the shift has settled, or to much slower sweeps.

### The model beside a real column

Beam energies of 50 keV, half-angles of a few milliradians and lens fields of roughly a tenth of a tesla are in the range of working electron-beam writers. The current of 1 nA suits a fine focused probe and is far below the currents of shaped-beam machines. The lens profile is a simplification, since real objectives have iron pole pieces and their field must be measured or computed before (1) can be applied. Real deflection coils also carry higher azimuthal harmonics, which the model omits, and the small coma found here holds only where these are suppressed. The result is also sensitive to the match between the dipole and \(B'\), which is perfect only in the model. In this model a mismatch equivalent to 0.1 mm along the axis moves the spot by 2.1 µm, more than thirty times the 63 nm left by the higher-order field. Eddy currents that delay the dipole without changing its axial shape act as a temporary strength error: 0.1 % costs 0.3 µm until the field settles. Saturation and hysteresis of the iron, and the detailed fields of the pre-deflectors, are not included. The numerical output below lists the values used here; it calls the coils that make the dipole field the yoke.

## Values computed for the example and the checks

```
beam energy: 50 keV
ring radius R: 10 mm
object plane: -120 mm; wafer plane: 40 mm
axis shift d: 0.25 mm = 250 um
half-angle at wafer: 5.0 mrad
half-angle at object: 1.684 mrad
momentum p: 1.2373e-17 g cm/s
pc/e: 772.3 G cm
peak lens field: 864.91 G
largest dipole field, at z = -5 mm: 9.283 G
magnification M: -0.33688
Larmor rotation chi: 63.101 deg
field error ratio on doubling d: 3.9972
worst relative imaging-law error: 9.1e-07
central ray, source and beam moved to d:
  landing x, y: 250.0550, 0.0301 um
  landing angle: 1.567 urad
  miss from d: 62.647 nm
  miss from d^3 law: 62.631 nm
same ray without dipole:
  landing x, y: -38.151, -75.216 um
  landing angle: 8.227 mrad
source left on old axis, dipole on:
  landing x, y: 288.098, 75.171 um
  landing angle: 8.225 mrad
remainders at d (radius at wafer):
  defocus, traced: 81.993 nm
  defocus, d^2 law: 81.863 nm
  focus beyond wafer by: 16.399 um
  astigmatism, traced: 52.648 nm
  astigmatism, d^2 law: 52.556 nm
  coma with dipole: 0.05673 nm
  coma without dipole: 75.535 nm
coma ratio on doubling d, dipole on: 7.951
coma ratio on doubling d, dipole off: 2.014
other neglected effects:
  spherical blur radius at wafer: 60.588 nm
  chromatic blur for 1 eV: 5.096 nm
  central-ray colour, dipole on: 1.52e-03 nm
  central-ray colour, dipole off: 6.360 nm
  pre-deflector colour at wafer: 0.881 nm
  wavelength: 5.355 pm
  diffraction radius: 0.653 nm
  yoke strength error 0.1 %: 297.8 nm
  yoke misplaced 0.1 mm along z: 2089.2 nm
  stray field 1 mG: 384.6 nm
  flight time: 1.293 ns
  electron spacing at 1 nA: 19.82 mm
  pair repulsion at that spacing: 1.89e-04 nm
  spacing for 1 nm repulsion: 0.272 mm
  electrons with so close a neighbour: 2.71 %
```
